# Electron temperature from acoustic power balance, evaluated for n-germanium

## Problem

Electrons in a semiconductor are heated by a steady field $E$ and lose energy to longitudinal acoustic phonons of sound speed $s$. The phonons stay at the lattice temperature $T$. Assume that

- the band is isotropic and parabolic with mass $m$, and the electrons are non-degenerate;
- the isotropic part of their distribution is a Maxwellian at a temperature $T_e$, as rapid electron-electron collisions would make it;
- phonon energies are small against $kT$ and $kT_e$, and $s$ and the drift velocity are small against thermal speeds.

The electron charge is $-e$ with $e>0$. The mobility $\mu$ is positive, and $\mu_0$ is its value at low field. The squared matrix element for a phonon of wavevector $q$ is $|M_q|^2=\Xi^2\hbar q/(2\rho Vs)$, before the occupation factors $N_q$ (absorption) and $N_q+1$ (emission). Here $\Xi$ is the deformation potential, $\rho$ the mass density and $V$ the volume.

(a) Find the momentum relaxation time and the mobility as a function of $T_e$.

(b) Find the mean power $P$ that an electron gives to the lattice.

(c) Find $T_e/T$ as a function of $\mu_0E/s$, and its limits.

(d) Evaluate it for n-germanium and decide where the value can be trusted.

## Hints

1. When $N_q\approx kT/\hbar sq\gg1$, the product $|M_q|^2N_q$ no longer depends on $q$. What does this say about the direction after a collision?
2. For the power, follow one phonon mode instead of one electron. Pair each emission with the reverse absorption and use detailed balance.
3. Energy conservation fixes the electron velocity component along $\mathbf q$. For a Maxwellian, that component has a Gaussian distribution.
4. The deformation potential enters both $P$ and $\mu_0$, so it can be eliminated.
5. For germanium, compare $kT_e$ with the optical phonon energy, and look at the two valley masses.

## Solution

### (a) Relaxation time and mobility

With $N_q+1\approx N_q\approx kT/\hbar sq$, emission and absorption each have the squared matrix element $\Xi^2kT/(2\rho Vs^2)$. Phonons do not flip the spin, so the density of final states per volume is that of one spin, $m^2v/(2\pi^2\hbar^3)$ at speed $v$. The golden rule gives

$$\frac1\tau=\frac{2\pi}{\hbar}\cdot2\cdot\frac{\Xi^2kT}{2\rho s^2}\cdot\frac{m^2v}{2\pi^2\hbar^3}=\frac vl,\qquad \frac1l=\frac{\Xi^2m^2kT}{\pi\hbar^4\rho s^2}.$$

The matrix element is independent of $q$, so all final directions are equally likely. The mean velocity after a collision is zero, and $\tau$ is also the momentum relaxation time. The mean free path $l$ depends on $T$, not on $T_e$.

Let $\mathbf E$ point along $z$. To first order in the field, the anisotropic part $f_1$ of the distribution obeys

$$-\frac{eE}{m}\frac{\partial f_0}{\partial v_z}=-\frac{f_1}{\tau}.$$

For a Maxwellian, $\partial f_0/\partial v_z=-(mv_z/kT_e)f_0$, so $f_1=-(eE\tau v_z/kT_e)f_0$. The mean velocity is $-eE\langle v^2\tau\rangle/(3kT_e)$, opposite to the field. Since $v^2\tau=lv$ and $\langle v\rangle=\sqrt{8kT_e/\pi m}$,

$$\mu=\frac{el\langle v\rangle}{3kT_e}=\frac{4el}{3\sqrt{2\pi mkT_e}}=\mu_0\sqrt{\frac{T}{T_e}} .$$

Hotter electrons collide more often, which lowers their mobility.

### (b) Power given to the lattice

Consider one mode $\mathbf q$ with $\omega=sq$. It connects states $\mathbf k$ and $\mathbf k+\mathbf q$ whose energies differ by $\hbar\omega$. Normalize the occupations $f_{\mathbf k}$ to one electron. The net emission rate into the mode is

$$R_q=\frac{2\pi}{\hbar}|M_q|^2\sum_{\mathbf k}\left[(N_q+1)f_{\mathbf k+\mathbf q}-N_qf_{\mathbf k}\right]\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\hbar\omega).$$

The electrons give $f_{\mathbf k+\mathbf q}=f_{\mathbf k}e^{-\hbar\omega/kT_e}$ and the phonons give $N_q+1=N_qe^{\hbar\omega/kT}$. The bracket is therefore

$$f_{\mathbf k}N_q\left[e^{\hbar\omega/kT-\hbar\omega/kT_e}-1\right]\approx f_{\mathbf k}\left(1-\frac T{T_e}\right),$$

which vanishes at $T_e=T$, as it must.

The energy difference is $\hbar qv_\parallel+\hbar^2q^2/2m$, where $v_\parallel$ is the initial velocity component along $\mathbf q$. The delta function thus equals $\delta(v_\parallel+\hbar q/2m-s)/\hbar q$. Dropping $s$ against the thermal speed, its Maxwellian average is

$$\frac1{\hbar q}\sqrt{\frac m{2\pi kT_e}}\,e^{-\hbar^2q^2/8mkT_e}.$$

The two approximations just made have errors of first order in $\hbar\omega$, but these cancel. Expanding the bracket one order further multiplies it by $1-\hbar\omega/2kT_e$. Keeping $s$ in the Gaussian multiplies the average by $1+\hbar\omega/2kT_e$. The loss is corrected in second order.

Each net emission carries $\hbar sq$. Apart from the Gaussian and $1-T/T_e$, the contribution of one mode has the prefactor

$$\hbar sq\cdot\frac{2\pi}\hbar\cdot\frac{\Xi^2\hbar q}{2\rho Vs}\cdot\frac1{\hbar q}=\frac{\pi\Xi^2q}{\rho V}.$$

The sum over modes is $V\int q^2dq/2\pi^2$. With $\int_0^\infty q^3e^{-aq^2}dq=1/(2a^2)$ and $a=\hbar^2/8mkT_e$, the integral is $32m^2(kT_e)^2/\hbar^4$. Hence

$$P=\frac{16\,\Xi^2m^2(kT_e)^2}{\pi\rho\hbar^4}\sqrt{\frac m{2\pi kT_e}}\left(1-\frac T{T_e}\right).$$

From (a), $\Xi^2m^2/(\pi\rho\hbar^4)=s^2/(lkT)$. Inserting this and collecting the powers of $T_e$,

$$P=8\sqrt{\frac2\pi}\,\frac{s^2}{l}\sqrt{mkT_e}\left(\frac{T_e}T-1\right).$$

### (c) Power balance

Write $x=T_e/T$. The low-field mobility gives $l=3\mu_0\sqrt{2\pi mkT}/4e$, so

$$P=8\sqrt{\frac2\pi}\,s^2\sqrt{mkT_e}\,(x-1)\,\frac{4e}{3\mu_0\sqrt{2\pi mkT}}=\frac{32es^2}{3\pi\mu_0}\sqrt x\,(x-1).$$

The mass and the deformation potential have gone. The field force $-eE$ acts on a mean velocity $-\mu E$ and supplies the power $e\mu E^2=e\mu_0E^2/\sqrt x$. Equating the two and multiplying by $3\pi\mu_0\sqrt x/(32es^2)$,

$$x^2-x=\frac{3\pi}{32}\left(\frac{\mu_0E}s\right)^2 .$$

The roots have a product that is negative or zero, so one of them cannot be a temperature ratio. The other is

$$\boxed{\frac{T_e}T=\frac12\left[1+\sqrt{1+\frac{3\pi}8\left(\frac{\mu_0E}s\right)^2}\,\right]}$$

This state is stable: as $x$ rises, the heating falls and the loss grows.

The quasi-elastic limit was tested by integrating the emission and absorption rates of single electrons, with Bose occupation and full energy conservation, over a Maxwellian. At $s/\sqrt{kT/m}=0.01$ and $\mu_0E/s=0.5$, 2 and 6, the resulting $T_e/T$ agrees with the formula within a relative deviation of $7\times10^{-5}$.

At low field, $x\approx1+(3\pi/32)(\mu_0E/s)^2$. At high field, $x\approx\sqrt{3\pi/32}\,\mu_0E/s$, and the drift speed $\mu_0E/\sqrt x$ grows as $\sqrt E$.

Heating sets in when $\mu_0E$ is comparable with $s$, although $s$ is far below the thermal speed. The reason is that nearly elastic collisions remove little energy. The field supplies about $e^2E^2\tau^2/m$ between collisions, while the phonons remove an energy of order $ms^2(T_e/T-1)$ per collision, which is of order $ms^2$ once $T_e-T$ is comparable with $T$. The two are then comparable when $eE\tau/m\sim s$.

### (d) n-Germanium

All material parameters here are rough typical values. Take a pure crystal at $T=20$ K with $\mu_0=2.5\times10^5$ cm$^2$/Vs, $s=5.4\times10^5$ cm/s and $E=3$ V/cm:

$$\frac{\mu_0E}s=\frac{2.5\times10^5\times3}{5.4\times10^5}=1.389,$$

$$\frac{T_e}T=\frac12\left[1+\sqrt{1+\frac{3\pi}8(1.389)^2}\right]=1.405,\qquad T_e=28.1\ \text K.$$

The mobility falls to $2.5\times10^5/\sqrt{1.405}=2.11\times10^5$ cm$^2$/Vs and the drift speed is $6.3\times10^5$ cm/s. The power $e\mu E^2$ is $2.11\times10^5\times3^2=1.9\times10^6$ eV/s per electron.

**Optical and intervalley phonons.** Consider a branch of energy $\hbar\Omega$ with coupling constant $D$ and $Z$ final valleys. Its squared matrix element is $\hbar D^2/(2\rho V\Omega)$. The golden rule gives the emission rate $K(N+1)\sqrt{\varepsilon-\hbar\Omega}$ above threshold and the absorption rate $KN\sqrt{\varepsilon+\hbar\Omega}$, with

$$K=\frac{ZD^2m_d^{3/2}}{\sqrt2\,\pi\hbar^3\rho\Omega},$$

where $m_d$ is the density-of-states mass of one valley. Shifting the energy variable by $\hbar\Omega$ in the emission average brings out a factor $e^{-\hbar\Omega/kT_e}$, and the loss is

$$P_{\rm opt}=\sum\hbar\Omega\,KN\left[e^{\hbar\Omega/kT-\hbar\Omega/kT_e}-1\right]\left\langle\sqrt{\varepsilon+\hbar\Omega}\right\rangle .$$

I use a 37 meV branch ($D=5.5\times10^8$ eV/cm, $Z=1$) and a 28 meV intervalley branch ($D=3\times10^8$ eV/cm, $Z=3$), with $\rho=5.3$ g/cm$^3$ and $m_d=0.217$ electron masses. At 20 K and the formula's $T_e$, this loss is 5% of the supplied power. A weakly coupled intervalley branch near 10 meV is left out of the model. With $D\approx2\times10^7$ eV/cm and $Z=3$ it would raise the loss at 20 K to about 25% and lower the isotropic 28.1 K to about 27 K. With the valley masses it changes $T_e$ by less than 0.1 K, and in the two warmer cases it hardly matters. The table shows the same model at higher temperatures. The mass correction is derived in Variation 1.

| $T$ (K) | $E$ (V/cm) | $T_e$, formula (K) | with valley masses (K) | with masses and $P_{\rm opt}$ (K) |
|---|---|---|---|---|
| 20 | 3 | 28.1 | 22.1 | 22.1 |
| 77 | 15 | 94.5 | 81.1 | 77.5 |
| 300 | 1000 | 1335 | 696 | 363 |

The mobilities used at 77 K and 300 K are $3.5\times10^4$ and $3.9\times10^3$ cm$^2$/Vs. At the formula's $T_e$, the omitted loss would be 43 times the supplied power at 77 K and 19 times at 300 K. The boxed result is therefore not a usable temperature for germanium in those two cases. The last column keeps $\mu=\mu_0\sqrt{T/T_e}$ and is an estimate, not a reference solution.

**Other assumptions at 20 K.** With Bose occupation and inelastic collisions, an isotropic band of mass $m_d$ still gives 28.1 K. With the true valley masses, typical phonons along the heavy axis have $s\sqrt{8m_lkT}=1.9$ meV, slightly above $kT=1.7$ meV. Bose occupation and the finite $s$ then lower the acoustic loss at 28.1 K by 10% relative to the quasi-elastic value. A similar reduction would raise the 22.1 K in the table by about 0.2 K. The drift energy is 0.6% of $kT_e$.

Take $10^{13}$ electrons and as many donors per cm$^3$. The electron density is $6\times10^{-5}$ of the effective density of band states, so degeneracy is negligible. For donors 10 meV deep whose ground level has only the twofold spin degeneracy, the equilibrium ionized fraction at 20 K is 0.96. If the four valley combinations were degenerate as well, it would be 0.88. Phosphorus and arsenic donors lie deeper, near 13 and 14 meV, and give about 0.85 and 0.75 with the twofold degeneracy.

A Coulomb collision rate follows from $4\pi nC^2\ln\Lambda/(m_d^2v^3)$, with $C=e^2/4\pi\epsilon$, relative permittivity 16, $v=\sqrt{3kT_e/m_d}$, and $\Lambda$ the Debye length times $m_dv^2/C$. This estimate gives $5\times10^9$ s$^{-1}$. It is about 8% of the acoustic momentum relaxation rate, $7\times10^{10}$ s$^{-1}$. This compares the rates at one speed only. Slow electrons are deflected much more strongly by impurities, and an average over the Maxwellian lowers the mobility by roughly 15% at 28.1 K and 20% at 20 K for an isotropic band of mass $m_d$. With the ellipsoidal valleys, a screened-Coulomb estimate in the Born approximation gives roughly 20% and 30%. The value of $\mu_0$ used here therefore belongs to a purer crystal.

For the Maxwellian, the Coulomb rate must be compared with the energy relaxation rate $P/[\tfrac32k(T_e-T)]$. This is $1.8\times10^9$ s$^{-1}$ in the isotropic model but $9\times10^9$ s$^{-1}$ with the valley masses, both taken at 28.1 K. At the 22.1 K that the valley masses give, it is $8\times10^9$ s$^{-1}$ against a Coulomb rate of $7\times10^9$ s$^{-1}$. The Maxwellian is thus only marginally justified at this density. It is not justified in a purer crystal: at $10^{12}$ cm$^{-3}$ the Coulomb rate falls below $10^9$ s$^{-1}$. Variation 2 shows how far the mean energy then moves.

**The real case.** At 20 K the value 28.1 K can be trusted to about 1 K for an isotropic band with this purely acoustic mobility. For germanium itself it overstates the heating: with an isotropic deformation potential, the valley masses reduce $T_e-T$ from 8.1 K to 2.1 K. Both values describe a pure, cold crystal, not an ordinary device. Germanium devices used near room temperature break the assumption that acoustic phonons carry away the energy. For the 300 K row, including valley masses and optical loss moves the estimate from 1335 K to 363 K. In addition, the mobility entered there already contains optical and intervalley scattering, so it is not a purely acoustic $\mu_0$. Transverse acoustic phonons and the anisotropy of the deformation potential are left out of every column. For typical germanium deformation potentials, including both places the value at 20 K somewhere between about 22 and 27 K, depending on the ratio of the dilation and shear potentials and on the transverse sound speed. The value 22.1 K is therefore also only a rough estimate for the real crystal.

## Variation 1: ellipsoidal valleys

*The conduction valleys of germanium lie along the four $\langle111\rangle$ axes and have masses $m_l=1.60$ and $m_t=0.08$ electron masses. How does the result change for a field along a cube axis, with $\Xi$ still isotropic?*

For a phonon at angle $\arccos c$ to the long axis, define $1/m_q=c^2/m_l+(1-c^2)/m_t$. The energy difference is now $\hbar qv_\parallel+\hbar^2q^2/2m_q$, and $v_\parallel$ has variance $kT_e/m_q$. The calculation in (b) therefore holds for each direction with $m\to m_q$. The $q$ integral contributes $m_q^2$ and the Gaussian prefactor $m_q^{1/2}$, so $m^{5/2}$ is replaced by the angular average of $m_q^{5/2}$.

Let $R=a+bc^2=1/m_q$, with $a=1/m_t$. Since

$$\frac{d}{dc}\left[\frac{c}{3aR^{3/2}}+\frac{2c}{3a^2R^{1/2}}\right]=\frac1{R^{5/2}},$$

and $R=1/m_l$ at $c=1$,

$$\int_0^1m_q^{5/2}dc=\frac{m_tm_l^{3/2}+2m_t^2m_l^{1/2}}3=m_d^{3/2}m_a,$$

$$m_d=(m_lm_t^2)^{1/3},\qquad m_a=\frac{m_l+2m_t}3 .$$

The collision rate contains the density of states and hence $m_d^{3/2}$. At fixed collision rate, the loss is thus proportional to $m_a$. All four valleys make the same angle with a cube axis. Their mobility along the field is therefore equal and proportional to $1/m_c$, where $1/m_c=(1/m_l+2/m_t)/3$. In the isotropic case the product $P\mu_0$ was free of the mass; now it carries $m_a/m_c$:

$$x^2-x=\frac{3\pi}{32}\,\frac{m_c}{m_a}\left(\frac{\mu_0E}s\right)^2 .$$

For equal masses the earlier result returns. For germanium, $m_c/m_a=0.117/0.587=0.200$. At 20 K and 3 V/cm this gives $T_e=22.1$ K, so the electrons are 2.1 K above the lattice instead of 8.1 K. Light transverse masses make the mobility high, while the heavy axis allows large phonon momenta and so a large energy loss. Among the corrections estimated here for the 20 K case, this is the largest.

## Variation 2: no electron-electron collisions

*Return to the isotropic band, but let the field and the phonons alone determine $f_0(\varepsilon)$. How far does the mean energy move?*

In a collision that is nearly elastic and isotropic, the mean squared momentum transfer is $2m^2v^2$. The energy changes by $\pm s$ times the momentum transfer, so phonons cause diffusion in energy with coefficient

$$D_{\rm ph}=\frac12\cdot\frac vl\cdot2m^2v^2s^2=\frac{m^2s^2v^3}{l}.$$

With density of states $g$, the phonon current up the energy axis is $-gD_{\rm ph}(f_0'+f_0/kT)$. The second term is fixed because the current must vanish in equilibrium.

For general $f_0(\varepsilon)$, the argument in (a) gives $f_1=eE\tau v_zf_0'$. The field changes the energy at the rate $-eEv_z$. Averaging the product over directions gives the current $-gD_Ef_0'$, with $D_E=e^2E^2\tau v^2/3=e^2E^2lv/3$. In the steady state the total current is zero:

$$\frac{f_0'}{f_0}=-\frac1{kT}\,\frac{D_{\rm ph}}{D_{\rm ph}+D_E},\qquad \frac{D_E}{D_{\rm ph}}=\frac{e^2E^2l^2}{6ms^2\varepsilon}\equiv\frac{p\,kT}\varepsilon .$$

Inserting $l^2=9\mu_0^2\cdot2\pi mkT/16e^2$ yields $p=(3\pi/16)(\mu_0E/s)^2$. The right side of the first equation is $-1/kT+p/(\varepsilon+pkT)$, which integrates to

$$f_0\propto\left(\frac\varepsilon{kT}+p\right)^pe^{-\varepsilon/kT}.$$

For $p\to0$ this is the Maxwellian at $T$. For $p\gg1$ and $\varepsilon\ll p^{2/3}kT$, expanding the logarithm gives $f_0\propto\exp[-\varepsilon^2/2p(kT)^2]$. In this range, which includes the typical energies of order $\sqrt p\,kT$, the distribution falls faster at high energy than a Maxwellian. The condition ensures that the next term in the exponent, $(\varepsilon/kT)^3/3p^2$, is small.

For the 20 K example, $\tfrac23\langle\varepsilon\rangle/k=28.8$ K, against 28.1 K for the Maxwellian. The mean energy is therefore insensitive to the assumed shape in this isotropic example. Optical emission depends on the tail and need not be equally insensitive. Most values used in this sheet are listed in the numerical output below.

## Numbers as computed

```
n-Ge inputs below are rough typical values
sound speed = 5.4 km/s
mass density = 5.3 g/cm3
valley masses m_l, m_t = 1.60, 0.08 m_e
masses m_d, m_c, m_a = 0.217, 0.117, 0.587 m_e
mass factor m_c/m_a = 0.200
phonon 37 meV: D = 5.5e+08 eV/cm, final valleys 1
phonon 28 meV: D = 3.0e+08 eV/cm, final valleys 3
largest test deviation of Te/T = 6.7e-05
-- T = 20 K, mu0 = 2.5e+05 cm2/Vs, E = 3 V/cm
mu0 E/s = 1.389; formula Te/T = 1.405, Te = 28.1 K
power per electron at formula Te = 1.90e+06 eV/s
optical+intervalley loss/power there = 0.0527
Te with mass anisotropy = 22.1 K
Te with anisotropy and optical loss = 22.1 K
optical share of loss in that balance = 0.0015
-- T = 77 K, mu0 = 3.5e+04 cm2/Vs, E = 15 V/cm
mu0 E/s = 0.972; formula Te/T = 1.227, Te = 94.5 K
power per electron at formula Te = 7.11e+06 eV/s
optical+intervalley loss/power there = 42.6
Te with mass anisotropy = 81.1 K
Te with anisotropy and optical loss = 77.5 K
optical share of loss in that balance = 0.88
-- T = 300 K, mu0 = 3.9e+03 cm2/Vs, E = 1000 V/cm
mu0 E/s = 7.222; formula Te/T = 4.451, Te = 1335.4 K
power per electron at formula Te = 1.85e+09 eV/s
optical+intervalley loss/power there = 18.8
Te with mass anisotropy = 696.3 K
Te with anisotropy and optical loss = 362.6 K
optical share of loss in that balance = 0.92
-- further checks of the 20 K case
formula Te at 1 V/cm = 21.2 K
formula Te at 5 V/cm = 37.0 K
mobility at formula Te = 2.11e+05 cm2/Vs
drift velocity = 6.33e+05 cm/s
drift energy/kTe = 0.0055
Te, isotropic mass m_d, Bose phonons = 28.1 K
(2/3)<energy>/k without e-e collisions = 28.8 K
kT = 1.72 meV; heavy-axis phonon = 1.91 meV
anisotropic loss, Bose/equipartition = 0.901
electron and donor density = 1e+13 cm-3, rel. eps = 16
Coulomb collision rate, estimate = 5.4e+09 1/s
acoustic energy relaxation, isotropic = 1.8e+09 1/s
same with mass anisotropy = 9.1e+09 1/s
acoustic momentum relaxation = 7.1e+10 1/s
density/(band density of states) = 5.7e-05
donor depth = 10 meV; ionized at T = 0.96
```
